\section*{Choosing the permittivity rule in plane-wave calculations of photonic modes}

\section{The situation and the setting}

A molecule sits in one layer of a periodic dielectric. Its coupling to a photon depends on the photon's frequency and on the vacuum electric field at the molecule. Both come from the modes of the dielectric, and the field can change abruptly across an interface. A mode calculation that supplies this input to a molecular calculation expands the magnetic field in plane waves. The user then meets three settings: the cutoff, the restriction to transverse fields, and the rule by which the permittivity becomes a finite matrix.

The direct rule takes the Fourier matrix of $1/\varepsilon$. The inverse rule takes the Fourier matrix of $\varepsilon$ and inverts it. They agree for an infinite basis but not for a finite one. Which converges faster depends on the direction of the electric field at the interfaces.

We assume a nonmagnetic, lossless, nondispersive medium with real relative permittivity $\varepsilon(\mathbf r)>0$, and SI units.

\section{The eigenproblem and its spurious modes}

With time dependence $e^{-i\omega t}$, Maxwell's equations read
\begin{equation}
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E .
\end{equation}
The second gives
\begin{equation}
\mathbf E=\frac{i}{\omega\varepsilon_0\varepsilon}\nabla\times\mathbf H .
\label{E}
\end{equation}
Taking the curl of $\varepsilon^{-1}\nabla\times\mathbf H=-i\omega\varepsilon_0\mathbf E$ and using the first equation, with $\varepsilon_0\mu_0=1/c^2$,
\begin{equation}
\Theta\mathbf H\equiv\nabla\times\left(\frac1\varepsilon\nabla\times\mathbf H\right)
=\lambda\mathbf H,\qquad \lambda=\frac{\omega^2}{c^2},\qquad \nabla\cdot\mathbf H=0 .
\end{equation}
For two fields with the same Bloch vector, integration by parts gives
\begin{equation}
\int\mathbf F^*\cdot\Theta\mathbf H\,d^3r
=\int\frac1\varepsilon(\nabla\times\mathbf F)^*\cdot(\nabla\times\mathbf H)\,d^3r ,
\label{herm}
\end{equation}
because the surface terms on opposite cell faces cancel. Thus $\Theta$ is Hermitian and nonnegative.

Write $\mathbf H=\sum_{\mathbf G}\mathbf h_{\mathbf G}e^{i\boldsymbol\kappa\cdot\mathbf r}$ with $\boldsymbol\kappa=\mathbf k+\mathbf G$. Each curl becomes $i\boldsymbol\kappa\times$, and $1/\varepsilon$ becomes a matrix $M$:
\begin{equation}
-\boldsymbol\kappa\times\sum_{\mathbf G'}M_{\mathbf{GG}'}\,
(\boldsymbol\kappa'\times\mathbf h_{\mathbf G'})=\lambda\mathbf h_{\mathbf G}.
\end{equation}
Projection on a real unit vector $\mathbf t$ uses $-\mathbf t\cdot(\boldsymbol\kappa\times\mathbf v)=(\boldsymbol\kappa\times\mathbf t)\cdot\mathbf v$. If each Cartesian component $\alpha$ of the electric field may have its own matrix, the elements are
\begin{equation}
\Theta_{\mathbf Gt,\mathbf G't'}=\sum_\alpha
(\boldsymbol\kappa\times\mathbf t)_\alpha M^\alpha_{\mathbf{GG}'}
(\boldsymbol\kappa'\times\mathbf t')_\alpha .
\label{matrix}
\end{equation}

Suppose first that all three components of each of the $n$ vectors $\mathbf h_{\mathbf G}$ are kept. With $\mathbf d_{\mathbf G}=\boldsymbol\kappa\times\mathbf h_{\mathbf G}$,
\begin{equation}
h^\dagger\Theta h=\sum_\alpha d_\alpha^\dagger M^\alpha d_\alpha .
\end{equation}
For positive $M^\alpha$ this vanishes if and only if every $\mathbf d_{\mathbf G}$ vanishes. If no $\boldsymbol\kappa$ is zero, each $\mathbf h_{\mathbf G}$ must then be parallel to its $\boldsymbol\kappa$. There are $n$ such independent vectors. They violate $\boldsymbol\kappa\cdot\mathbf h_{\mathbf G}=0$, the Fourier form of $\nabla\cdot\mathbf H=0$, and are spurious.

Eigenvectors of a Hermitian matrix with nonzero eigenvalue are orthogonal to its null space, so here they are transverse. Two unit vectors perpendicular to each $\boldsymbol\kappa$ therefore span all the physical solutions. The restriction deletes $n$ zeros and changes no other eigenvalue.

This was tested on a cubic lattice of cubes: 27 plane waves give $81=27+54$ modes, and 125 give $375=125+250$, the first number in each sum being the spurious zeros. Enlarging an unconstrained basis therefore adds spurious modes below the bands. The transverse matrix has $2/3$ of the dimension, so dense diagonalization, with cubic cost, takes about $(2/3)^3\approx0.30$ of the work.

At $\mathbf k=0$ the plane wave with $\boldsymbol\kappa=0$ needs separate treatment. Its three uniform static fields have zero divergence and zero frequency. They are not spurious, but they are not photons either.

\section{What the two rules do}

Let $[f]$ be the Fourier matrix of $f$ restricted to the retained plane waves. The rules are
\begin{equation}
M_{\rm dir}=[1/\varepsilon],\qquad M_{\rm inv}=[\varepsilon]^{-1}.
\end{equation}
To compare them, split the full matrix of $\varepsilon$ into retained and discarded parts, with blocks $A=[\varepsilon]$, $B$, $B^\dagger$ and $C$. The retained block of the full inverse follows from
\begin{equation}
Ax+By=u,\qquad B^\dagger x+Cy=0 .
\end{equation}
The second equation gives $y=-C^{-1}B^\dagger x$. Substitution in the first gives
\begin{equation}
[1/\varepsilon]=(A-BC^{-1}B^\dagger)^{-1}\ \ge\ A^{-1}=[\varepsilon]^{-1}.
\label{order}
\end{equation}
The inequality holds because a nonnegative matrix is subtracted from $A$ and inversion reverses the order of positive matrices. By the min--max principle, each ordered eigenvalue of the inverse rule lies at or below its direct-rule partner.

The direct rule has a further property. Its quadratic form is the integral (\ref{herm}) evaluated without approximation for the truncated field. It is thus the Rayleigh--Ritz method in the space of transverse fields: its ordered eigenvalues are upper bounds, and they cannot rise when plane waves are added. The inverse rule has no such general property.

For the cubes, the lowest direct-rule frequency falls from 199.4 to 195.4~THz between 27 and 125 plane waves, while the inverse-rule value rises from 176.4 to 181.2~THz. The difference shrinks from 23.1 to 14.2~THz but remains large. The converged frequency is at most 195.44~THz; these data alone give no lower bound.

\section{Layers separate the field components}

Let $\varepsilon$ depend on $z$ with period $a$, and let $\boldsymbol\kappa=(k_x,0,\kappa_z)$, where $\kappa_z=q+G$. Two polarizations decouple.

For s waves $\mathbf E$ points along $y$, parallel to the layers. The transverse vector $\mathbf t$ lies in the $xz$ plane and $\boldsymbol\kappa\times\mathbf t$ has length $|\boldsymbol\kappa|$ along $y$. For p waves $\mathbf H$ points along $y$, and $\boldsymbol\kappa\times\hat{\mathbf y}=(-\kappa_z,0,k_x)$. Equation (\ref{matrix}) becomes
\begin{align}
\Theta^{\rm s}_{GG'}&=|\boldsymbol\kappa|\,M^y_{GG'}\,|\boldsymbol\kappa'|,\\
\Theta^{\rm p}_{GG'}&=\kappa_zM^x_{GG'}\kappa_z'+k_x^2M^z_{GG'} .
\label{p}
\end{align}
The matrices $M^x$ and $M^y$ act on tangential field components, $M^z$ on the normal one. At an interface tangential $\mathbf E$ is continuous and the corresponding $\mathbf D$ generally jumps; $D_z$ is continuous and $E_z$ jumps.

\subsection{A single plane wave}

The smallest basis already shows the difference. With $G=0$ alone, the direct rule replaces $M$ by the cell average $\langle1/\varepsilon\rangle$ and the inverse rule by $1/\langle\varepsilon\rangle$. When the period is much shorter than the wavelength, the continuous quantities $E_x$ and $D_z$ are nearly constant over a cell, so
\begin{equation}
\langle D_x\rangle=\varepsilon_0\langle\varepsilon\rangle E_x,\qquad
\langle E_z\rangle=\langle1/\varepsilon\rangle D_z/\varepsilon_0 .
\end{equation}
The p wave then obeys
\begin{equation}
\frac{\omega^2}{c^2}=\frac{q^2}{\langle\varepsilon\rangle}
+k_x^2\left\langle\frac1\varepsilon\right\rangle .
\label{long}
\end{equation}
This is (\ref{p}) with the inverse rule for $M^x$ and the direct rule for $M^z$. We call this assignment, with the inverse rule for $M^y$ too, the mixed rule.

\subsection{Rates for s waves}

A periodic function whose $m$th derivative is the first to jump has Fourier coefficients of order $G^{-(m+1)}$, as repeated integration by parts shows. For a trial field $\mathbf H+\boldsymbol\delta$ near an eigenfield, $(\Theta-\lambda)\mathbf H=0$ removes the linear terms:
\begin{equation}
\lambda_{\rm trial}-\lambda=
\frac{\langle\boldsymbol\delta|\Theta-\lambda|\boldsymbol\delta\rangle}
{\langle\mathbf H+\boldsymbol\delta|\mathbf H+\boldsymbol\delta\rangle}.
\end{equation}
Choose as trial field the truncated Fourier series, with harmonics $-N,\dots,N$. For s waves
\begin{equation}
E''=(k_x^2-\lambda\varepsilon)E
\end{equation}
jumps with $\varepsilon$. Since $H_x\propto E'$, the slope of $H_x$ jumps and $h_G\sim G^{-2}$. The two curls in $\Theta$ supply $G^2$, so the direct-rule error is of order
\begin{equation}
\sum_{|G|>N}G^2\,G^{-4}\sim N^{-1},
\end{equation}
where $G$ is counted in units of $2\pi/a$.

For the inverse rule let $K$ be the diagonal matrix of $|\boldsymbol\kappa|$ and define $e=[\varepsilon]^{-1}Kh$. The eigenvalue equation becomes $Ke=\lambda h$. Multiplication by $K$ gives
\begin{equation}
K^2e=\lambda Kh=\lambda[\varepsilon]e .
\end{equation}
This is Rayleigh--Ritz for the electric equation $(-\partial_z^2+k_x^2)E=\lambda\varepsilon E$. For s waves, then, the inverse rule also gives upper bounds. The first jump is in $E''$, so $e_G\sim G^{-3}$ and the error is of order
\begin{equation}
\sum_{|G|>N}G^2\,G^{-6}\sim N^{-3}.
\end{equation}
These sums estimate the error of the truncated series, which the variational solution can only improve; the numbers below show that the powers are attained.

\subsection{Rates for p waves}

For p waves $E_x\propto H'/\varepsilon$ is continuous, so $H'$ jumps. By the same count as before, the direct rule has a positive error of order $N^{-1}$. Its fault lies in the tangential term.

The inverse rule mends that term and damages the normal one. Let $D$ be a smooth normal displacement inside the retained space and $E=D/\varepsilon$ the corresponding field, in units with $\varepsilon_0$ absorbed. For any retained trial field $e$,
\begin{equation}
\langle D|1/\varepsilon|D\rangle-
\left(2\,{\rm Re}\langle e|D\rangle-\langle e|\varepsilon|e\rangle\right)
=\langle E-e|\varepsilon|E-e\rangle ,
\end{equation}
as expansion of the right side with $\varepsilon E=D$ confirms. The bracket is largest at $e=[\varepsilon]^{-1}D$, where it equals $D^\dagger[\varepsilon]^{-1}D$. The inverse rule therefore underestimates the normal energy by the smallest weighted misfit of $E$. This deficit lies between the smallest and the largest $\varepsilon$ times
\begin{equation}
\sum_{|G|>N}|E_G|^2\sim\sum_{|G|>N}G^{-2}\sim N^{-1},
\end{equation}
because $E$ jumps. It enters $\lambda$ with the negative prefactor $-k_x^2$; the misfit itself also changes with $k_x$, because the mode does.

The mixed rule removes both slow terms. At oblique incidence $H$ and $E_x$ both have kinks, hence coefficients of order $G^{-2}$. The mixed eigenvalue is a stationary value of $F=2\,{\rm Re}\langle e|\kappa_z|h\rangle-\langle e|\varepsilon|e\rangle+k_x^2\langle h|1/\varepsilon|h\rangle$ at $\langle h|h\rangle=1$. Stationarity in the retained $e$ gives $e=[\varepsilon]^{-1}\kappa_zh$, and stationarity in $h$ then gives (\ref{p}) with the mixed rule. The exact pair is stationary in the full space, so truncating both series changes $F$ only through terms quadratic in the discarded parts $\delta e$ and $\delta h$. The terms without $\kappa_z$ are of order $\sum G^{-4}\sim N^{-3}$. The term $2\,{\rm Re}\langle\delta e|\kappa_z|\delta h\rangle$ is at most of order $\sum |G|\,G^{-4}\sim N^{-2}$. Because $F$ is a saddle and not a minimum, this is an estimate and fixes no sign. This estimate allows a quadratic rate but does not exclude a faster one; the calculation decides.

At $k_x=0$ the normal term is absent. The inverse and mixed rules then coincide, and the $N^{-3}$ law returns.

\section{An independent reference}

The stack can be solved without plane waves. Let $u=E_y$ for s and $u=H_y$ for p. In layer $i$,
\begin{equation}
u''=-k_i^2u,\qquad k_i^2=\varepsilon_i\omega^2/c^2-k_x^2 .
\end{equation}
The continuous pair is $u$ and $v=\beta_iu'$, with $\beta_i=1$ for s and $\beta_i=1/\varepsilon_i$ for p. With $\phi_i=k_id_i$, crossing a layer of thickness $d_i$ multiplies $(u,v)$ by
\begin{equation}
T_i=\begin{pmatrix}\cos\phi_i&\sin\phi_i/(\beta_ik_i)\\
-\beta_ik_i\sin\phi_i&\cos\phi_i\end{pmatrix},\qquad \det T_i=1 .
\end{equation}
Over one period a Bloch wave gains $e^{iqa}$. As $\det(T_2T_1)=1$, the other eigenvalue is $e^{-iqa}$, and the trace is $2\cos qa$. Adding the diagonal elements of $T_2T_1$ and halving,
\begin{equation}
\cos qa=\cos\phi_1\cos\phi_2-\frac12\left(r+\frac1r\right)
\sin\phi_1\sin\phi_2,\qquad r=\frac{\beta_1k_1}{\beta_2k_2}.
\end{equation}

\section{Reading the convergence}

The model stack has $a=500$~nm and permittivities 9 and 1, the first filling 0.3 of the period. We take $k_x=q=\pi/(2a)$. The reference frequencies of the lowest bands are 108.508~THz (s) and 151.823~THz (p). Relative errors of $\omega^2$ against this reference are:

\begin{center}
\begin{tabular}{lccc}
Case & $N=10$ & $N=80$ & order\\
\hline
s direct & $+4.8\times10^{-2}$ & $+6.3\times10^{-3}$ & 0.99\\
s inverse & $+1.9\times10^{-5}$ & $+3.9\times10^{-8}$ & 2.99\\
p direct & $+1.6\times10^{-2}$ & $+2.1\times10^{-3}$ & 0.99\\
p inverse & $-1.8\times10^{-2}$ & $-2.4\times10^{-3}$ & 0.97\\
p mixed & $-1.6\times10^{-5}$ & $-3.1\times10^{-8}$ & 3.02
\end{tabular}
\end{center}

The order is the power of $1/N$ measured between $N=20$ and $N=80$. All cutoffs are in the numerical output.

A small relative error of $\omega$ is half that of $\omega^2$. At $N=80$ the direct s frequency is thus too high by about $0.5\times6.3\times10^{-3}\times108.5\approx0.34$~THz. The inverse rule at $N=10$ errs by about $0.001$~THz. If the $N^{-1}$ law persists, the direct rule would need $N\approx80\times(6.27\times10^{-3})/(1.91\times10^{-5})\approx2.6\times10^4$ to match it.

For the oblique p band in the table the pure rules err in opposite directions. The similar size of the two errors is not a general rule, since the two errors vary differently with $k_x$. Changing only the normal component from the inverse to the direct rule gives the mixed result, which confirms where the inverse rule goes wrong. The cubic rate of the mixed rule is a numerical finding for this stack, and it describes an envelope. Over consecutive cutoffs the mixed error changes sign: $N^3$ times the error repeats with period 10 in $N$ and runs between about $-0.034$ and $+0.063$. The tabulated cutoffs are multiples of 10, for which $0.3N$ is an integer, and all give about $-0.016$; at $N=81$ the error is about $+1.2\times10^{-7}$. An order taken from two arbitrary cutoffs can therefore mislead: $N=22$ and $88$ give 2.0, $N=23$ and $87$ give 3.6. At $k_x=0$ the inverse rule for p waves has order 2.99, as expected.

The single-plane-wave estimates use $\langle\varepsilon\rangle=0.3\times9+0.7=3.4$ and $\langle1/\varepsilon\rangle=0.3/9+0.7=0.733$. Equation (\ref{long}) gives
\begin{equation}
\frac{\omega a}{c}\approx\frac{\pi}{2}\sqrt{\frac1{3.4}+0.733}=1.592 ,
\end{equation}
against the reference 1.591. The direct rule gives $(\pi/2)\sqrt{2\times0.733}=1.90$ and the inverse rule $(\pi/2)\sqrt{2/3.4}=1.20$. The closeness of the mixed value is not guaranteed here, since the period is not small compared with the wavelength. For s waves the inverse-rule estimate is again 1.20, about 6\% above the reference 1.137.

\section{From the mode to the vacuum field}

Quantize one mode in a periodic box of volume $V$, writing $\hat{\mathbf H}=\mathcal A(\mathbf h\,\hat a+\mathbf h^*\hat a^\dagger)$ with the average of $|\mathbf h|^2$ equal to one. In the vacuum $\langle\hat{\mathbf H}^2\rangle=\mathcal A^2|\mathbf h|^2$, so the magnetic energy is $\mu_0V\mathcal A^2/2$. The electric energy is equal to it, since (\ref{E}) and (\ref{herm}) give
\begin{equation}
\varepsilon_0\!\int\!\varepsilon|\mathbf E|^2d^3r
=\frac1{\omega^2\varepsilon_0}\int\frac{|\nabla\times\mathbf H|^2}{\varepsilon}d^3r
=\frac{1}{\varepsilon_0c^2}\int|\mathbf H|^2d^3r
=\mu_0\!\int\!|\mathbf H|^2d^3r .
\end{equation}
The total must be $\hbar\omega/2$, hence
\begin{equation}
\mu_0V\mathcal A^2=\frac{\hbar\omega}2,\qquad
\mathcal A=\sqrt{\frac{\hbar\omega}{2\mu_0V}} .
\end{equation}

A box of side $4a=2.0~\mu$m admits the chosen wave vector, because $2\pi/(4a)=\pi/(2a)$. For the lowest p mode, $\hbar\omega=1.006\times10^{-19}$~J and $V=8.0\times10^{-18}$~m$^3$, so
\begin{equation}
\mathcal A=\sqrt{\frac{1.006\times10^{-19}}
{2(1.257\times10^{-6})(8.0\times10^{-18})}}~{\rm A/m}\approx70.7~{\rm A/m}.
\end{equation}

The root-mean-square electric field is $8.3\times10^3$~V/m at the centre of the high-permittivity layer and $2.7\times10^4$~V/m at the centre of the other. For equal dipoles aligned with the local field direction, the dipole coupling is about 3.3 times larger in the second position. These are macroscopic fields; a molecule embedded in the high-permittivity layer would also need a local-field model, and the correction is not small. For $\varepsilon=9$ the empty-cavity factor $3\varepsilon/(2\varepsilon+1)\approx1.42$ lowers the ratio to 2.3, and the Lorentz factor $(\varepsilon+2)/3\approx3.67$ lowers it to 0.9, so even the choice of the stronger position depends on that model. Both values scale as $V^{-1/2}$ and belong to this box, not to a cavity.

The mixed rule also says how to build the field. Obtain $E_x$ from the coefficients $[\varepsilon]^{-1}D_x$. For $E_z$, sum the series for $D_z$ first and then divide by the local $\varepsilon(z)$; this keeps the jump sharp. Integrated in real space, these fields give an electric energy of $0.250000\,\hbar\omega$. That equality holds at any cutoff, so it tests the normalization and the matrices, not convergence.

\section{Choosing the settings}

\begin{itemize}
\item Use the transverse basis whenever no $\boldsymbol\kappa$ vanishes. It removes the spurious zeros but does not repair slow convergence.
\item For flat layers, use the inverse rule for tangential and the direct rule for normal electric components. If only pure rules are offered, choose the inverse rule for s waves and for propagation along the axis. For p waves with $k_x\neq0$ both pure rules converge as $N^{-1}$, but their prefactors depend strongly on direction. For the lowest band of the model stack at $N=10$, the direct and inverse errors of $\omega^2$ are $+4.9\times10^{-2}$ and $-1.7\times10^{-5}$ at $k_x=0.01\pi/a$, $q=\pi/(2a)$, but $+2\times10^{-4}$ and $-2.5\times10^{-2}$ at $k_x=0.1\pi/a$, $q=0$.
\item Converge by raising the cutoff, and with the mixed rule compare several neighbouring cutoffs, since its error can oscillate in sign. The gap between the pure rules is a warning, not an error bar: for s waves both lie above the reference, whereas for the p band studied here they lie on either side.
\item When a guaranteed upper bound matters more than speed, use the direct rule. The exceptions are s waves in flat layers and propagation along the axis, where the inverse rule is also an upper bound and converges faster.
\end{itemize}

At curved or differently oriented interfaces the normal direction changes with position, so one fixed Cartesian assignment no longer separates the components, and the mixed-rule rate found here cannot be assumed. Negative permittivity removes the positivity behind the mode count and the bounds. Loss destroys Hermiticity, and dispersion makes the eigenproblem depend on its own frequency and changes the energy normalization.

\section*{Numbers as computed}
\begin{verbatim}
CUBIC LATTICE OF CUBES (not converged)
period 500 nm, eps 9 in 1, cube side 0.5 a
k a/(2 pi) = [0.3 0.2 0.1]
27 plane waves: 81 unconstrained modes, 27 zero, 54 transverse
  least longitudinal weight of zero modes 1.000000
  lowest mode: direct 199.443 THz, inverse 176.391 THz
125 plane waves: 375 unconstrained modes, 125 zero, 250 transverse
  least longitudinal weight of zero modes 1.000000
  lowest mode: direct 195.438 THz, inverse 181.230 THz
LAYERED STACK
high-eps layer fraction 0.3, kx a/pi = 0.50, q a/pi = 0.50
reference lowest s band: omega a/c = 1.13708462, f = 108.50846 THz
reference lowest p band: omega a/c = 1.59099057, f = 151.82330 THz
reference at kx=0: omega a/c = 0.82601869, f = 78.82441 THz
relative error of omega^2 at N = [10, 20, 40, 80]
s direct   +4.816e-02 +2.474e-02 +1.251e-02 +6.273e-03  order 0.99
s inverse  +1.913e-05 +2.458e-06 +3.095e-07 +3.875e-08  order 2.99
p direct   +1.574e-02 +8.108e-03 +4.108e-03 +2.064e-03  order 0.99
p inverse  -1.759e-02 -9.101e-03 -4.657e-03 -2.360e-03  order 0.97
p mixed    -1.606e-05 -2.024e-06 -2.500e-07 -3.089e-08  order 3.02
p inverse, kx=0 +1.037e-05 +1.330e-06 +1.674e-07 +2.096e-08  order 2.99
VACUUM FIELD OF LOWEST P MODE
mixed rule N = 40, f = 151.82328 THz
box side 2.0 um, volume 8.0 um^3
photon energy 1.00599e-19 J
electric energy/(hbar omega) 0.250000
magnetic energy/(hbar omega) 0.250000
largest scaled overlap of 3 modes 7.8e-14
cell rms magnetic field H 70.73466 A/m
rms E at high-eps layer centre 8269.53 V/m
rms E at low-eps layer centre 27157.41 V/m
\end{verbatim}
